# Logarithmic α² corrections to the decay rates of positronium

## Two rates and one logarithm

With the physical value of the fine-structure constant, $\alpha^2\ln(1/\alpha)=262.0$ parts per million (ppm). This logarithm raises the decay rate of parapositronium (spin 0, two photons) by 524 ppm and lowers that of orthopositronium (spin 1, three photons) by 87 ppm, each relative to its own lowest-order rate. The coefficients are

$$
\frac{\delta\Gamma_p}{\Gamma_p}=+2\,\alpha^2\ln\frac1\alpha,\qquad
\frac{\delta\Gamma_o}{\Gamma_o}=-\frac13\,\alpha^2\ln\frac1\alpha .
$$

Both follow from the wave function near the origin; the number of photons in the final state plays no part. These notes derive the logarithmic terms for the 1S state. Corrections of relative order $\alpha$ and $\alpha^2$ without a logarithm are not computed.

## Setting and origin of the logarithm

We use $\hbar=c=1$, Coulomb gauge, electron mass $m$, and $L=\ln(1/\alpha)$. The reduced mass is $m/2$, so

$$
H_0=\frac{p^2}{m}-\frac{\alpha}{r},\qquad
\psi(r)=\psi(0)e^{-m\alpha r/2},\qquad E=-\frac{m\alpha^2}{4}.
$$

Annihilation releases an energy of order $m$ and takes place at separations $r\sim1/m$. The atom has the much larger size $1/(m\alpha)$. At leading order the rate is therefore a short-distance factor times $|\psi(0)|^2$.

Relativistic interactions change $\psi$ near the origin. If their effect accumulates as $\int dr/r$ between the two lengths, the result is

$$
\int_{1/m}^{1/(m\alpha)}\frac{dr}{r}=\ln\frac1\alpha=L .
$$

At the lower end the nonrelativistic expansion fails. The physics there knows the single scale $m$, so it fixes the constant beside the logarithm and leaves the coefficient of $L$ unchanged. That coefficient can be found from the region $1/m\ll r\ll1/(m\alpha)$, where the Breit Hamiltonian is valid.

## The Breit Hamiltonian on an S state

**Kinetic energy.** Expanding $2\sqrt{m^2+p^2}-2m$ gives $p^2/m-p^4/(4m^3)$.

**Photon exchange.** Let the electron momentum change from $\mathbf p$ to $\mathbf p'=\mathbf p+\mathbf q$. The positron, treated as a Dirac particle of charge $+e$, goes from $-\mathbf p$ to $-\mathbf p'$. With spinors normalized to $u^\dagger u=1$,

$$
u(\mathbf p)\simeq\begin{pmatrix}1-p^2/8m^2\\ \boldsymbol\sigma\cdot\mathbf p/2m\end{pmatrix}\chi .
$$

Using $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$, the electron's charge density and current are

$$
\rho_1=1-\frac{q^2}{8m^2}+\frac{i\boldsymbol\sigma_1\cdot(\mathbf p'\times\mathbf p)}{4m^2},\qquad
\mathbf j_1=\frac{\mathbf p+\mathbf p'+i\boldsymbol\sigma_1\times\mathbf q}{2m}.
$$

For the positron all momenta change sign, so $\mathbf j_2=-(\mathbf p+\mathbf p'+i\boldsymbol\sigma_2\times\mathbf q)/2m$. The charges are opposite, and the exchange potential is

$$
V(\mathbf q)=-\frac{4\pi\alpha}{q^2}\left[\rho_1\rho_2-\mathbf j_{1\perp}\cdot\mathbf j_{2\perp}\right],
$$

where $\perp$ means transverse to $\mathbf q$. Terms linear in a spin are spin–orbit terms and vanish on an S state. The others are:

- Darwin: $\rho_1\rho_2$ contains $-q^2/4m^2$, which gives $+\pi\alpha/m^2$.
- Magnetic: the spin part of $\mathbf j_1\cdot\mathbf j_2$ is $(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q)/4m^2$. The potential is $(\pi\alpha/m^2)[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)/q^2]$. Averaging over directions of $\mathbf q$ leaves $(2\pi\alpha/3m^2)\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$; the remainder is a tensor force leading from S to D.
- Orbit–orbit: since $\mathbf p+\mathbf p'=2\mathbf p+\mathbf q$, its transverse part is $2\mathbf p_\perp$. The potential is $-4\pi\alpha\,p_\perp^2/(m^2q^2)$.

To bring the last term to coordinate space, note that $4\pi/q^2$ corresponds to $1/r$. Because $\nabla^2r=2/r$, $4\pi q_iq_j/q^4$ corresponds to $\tfrac12\partial_i\partial_jr=(\delta_{ij}-n_in_j)/2r$, with $\mathbf n=\mathbf r/r$. Subtracting,

$$
\frac{4\pi}{q^2}\left(\delta_{ij}-\frac{q_iq_j}{q^2}\right)\;\to\;\frac{\delta_{ij}+n_in_j}{2r}.
$$

**One-photon annihilation.** A pair at rest can turn into a virtual photon and back. For an intermediate photon of energy $\omega\to0$, the two time orders give

$$
\frac{4\pi\alpha}{2\omega}\left[\frac1{2m-\omega}-\frac1{2m+\omega}\right]
=\frac{4\pi\alpha}{4m^2-\omega^2}\to\frac{\pi\alpha}{m^2}.
$$

This multiplies the squared spin amplitude. For triplet polarization $j$ the amplitude is $\mathrm{tr}(\sigma_i\sigma_j)/\sqrt2=\sqrt2\,\delta_{ij}$, whose square summed over $i$ is 2. For the singlet it is $\mathrm{tr}\,\sigma_i/\sqrt2=0$.

The complete perturbation acting within S states is therefore

$$
V=-\frac{p^4}{4m^3}-\frac{\alpha}{2m^2}\,p_i\frac{\delta_{ij}+n_in_j}{r}p_j+\frac{\pi k\alpha}{m^2}\delta(\mathbf r).
$$

With $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$ for para and $+1$ for ortho,

$$
k_p=1-2=-1,\qquad k_o=1+\frac23+2=\frac{11}{3}.
$$

Direct evaluation with Dirac spinors gives exchange parts $-0.9996$ and $1.6668$ at momentum $0.01\,m$ and scattering angle 1.1 rad, and annihilation parts $0$ and $2$ for a pair at rest. The small differences in the exchange parts have the size $p^2/m^2=10^{-4}$ of the neglected terms, up to a factor of a few at this angle. At small angles they grow, because the neglected correction to the orbit–orbit term is of order $p^4/(m^2q^2)$.

## What a 1/r² term does to the rate

First-order perturbation theory reads

$$
\delta\psi(0)=-\int G'(0,\mathbf r)\,(V\psi)(\mathbf r)\,d^3r,\qquad
G'=\sum_{n\ne1S}\frac{|n\rangle\langle n|}{E_n-E}.
$$

At short distance the kinetic term dominates the equation for $G'$. From $-\nabla^2G'/m=\delta(\mathbf r)$ one has $G'\to m/(4\pi r)$. For $V=c\,\alpha^2/(mr^2)$,

$$
\frac{\delta\psi(0)}{\psi(0)}=-\int\frac{m}{4\pi r}\,\frac{c\,\alpha^2}{mr^2}\,4\pi r^2dr=-c\,\alpha^2L,
\qquad
\frac{\delta\Gamma}{\Gamma}=-2c\,\alpha^2L .
$$

The factor 2 comes from squaring the wave function. An attractive term, $c<0$, draws the particles together and raises the rate.

The same result follows without perturbation theory. With the $1/r^2$ term added to $H_0$, the ground state is exactly $\psi\propto r^s\exp[-m\alpha r/(2(s+1))]$ with $s(s+1)=c\alpha^2$, hence $s\simeq c\alpha^2$. The exponential is regular at the origin and gives no logarithm. Going inward from $1/(m\alpha)$ to $1/m$, the factor $r^s$ multiplies $|\psi|^2$ by $\alpha^{2s}\simeq1-2c\alpha^2L$. The logarithm is the first term in the expansion of a weak power law.

It remains to bring each part of $V$ to this form. Two kinds of term may be dropped on the way. A potential $1/r$ gives a convergent integral at small $r$. A local term $\psi/r$ in $\delta\psi$ gives, at $r\sim1/m$, a power of the short-distance limit; such powers are combined with the short-distance factor and carry no logarithm.

## The three contributions

**Kinetic term.** Write $h=H_0-E$, so that $h\psi=0$ and $p^2=m(h+E+\alpha/r)$. Then

$$
p^4\psi=m^2\left(h+E+\frac\alpha r\right)\left(E+\frac\alpha r\right)\psi
=m^2\left[h\,\frac\alpha r\psi+\left(E+\frac\alpha r\right)^2\psi\right].
$$

In the first term, $G'h$ is the identity minus the projection on $\psi$. It gives $(\alpha/r)\psi$ minus a constant times $\psi$. Near the origin $(\alpha/r)\psi=\alpha\psi(0)(1/r-m\alpha/2+\dots)$, which has no logarithm. In the square, $E^2$ and $2E\alpha/r$ are too weak at small $r$. What remains is

$$
-\frac{p^4}{4m^3}\;\to\;-\frac{\alpha^2}{4mr^2},\qquad c_{\rm kin}=-\frac14 .
$$

**Orbit–orbit term.** On a spherical function $\partial_j\psi=n_j\psi'$, and $(\delta_{ij}+n_in_j)n_j=2n_i$. Since $p_ip_j$ supplies $-\partial_i\partial_j$, the term becomes

$$
\frac{\alpha}{2m^2}\nabla\cdot\left(\frac{2\psi'}{r}\mathbf n\right)
=\frac{\alpha}{2m^2}\,\frac1{r^2}\frac{d}{dr}(2r\psi')
=\frac{\alpha}{m^2}\left(\frac{\psi''}{r}+\frac{\psi'}{r^2}\right).
$$

There is no hidden delta function: the flux through a small sphere, $4\pi r^2\cdot2\psi'/r$, vanishes as $r\to0$. The $\psi''/r$ term has no logarithm. With $\psi'=-(m\alpha/2)\psi$ the other one is

$$
\frac{\alpha}{m^2}\frac{\psi'}{r^2}=-\frac{\alpha^2}{2mr^2}\psi,\qquad c_{\rm orb}=-\frac12 .
$$

**Contact term.** A delta function also produces a logarithm, because the Coulomb attraction also acts on the pair between the contact interaction and the annihilation. To see it, apply $h$ to $m\psi/(4\pi r)$. The product rule gives

$$
h\,\frac{m\psi}{4\pi r}
=-\frac{\psi}{4\pi}\nabla^2\frac1r-\frac1{2\pi}\nabla\frac1r\cdot\nabla\psi+\frac{m}{4\pi r}h\psi .
$$

The first term is $\delta(\mathbf r)\psi$ and the last is zero. The middle one is $+\psi'/(2\pi r^2)=-m\alpha\psi/(4\pi r^2)$. Therefore

$$
\delta(\mathbf r)\psi=h\,\frac{m\psi}{4\pi r}+\frac{m\alpha}{4\pi r^2}\psi .
$$

As before, the term with $h$ gives a local contribution without a logarithm. Multiplying the rest by $\pi k\alpha/m^2$,

$$
\frac{\pi k\alpha}{m^2}\delta(\mathbf r)\;\to\;\frac{k\,\alpha^2}{4mr^2},\qquad c_{\rm con}=\frac k4 .
$$

This offers a check on the kinetic term. Let the second $p^2$ in $p^4\psi$ act on $m\alpha\psi/r$ directly:

$$
p^2\frac{m\alpha\psi}{r}=m\alpha\left[4\pi\delta(\mathbf r)\psi+\frac{2\psi'}{r^2}+\frac{m}{r}\left(E+\frac\alpha r\right)\psi\right].
$$

The two $1/r^2$ terms, $-m\alpha/r^2$ and $+m\alpha/r^2$, cancel. In this form $-p^4/4m^3$ contains a delta function of strength $k=-1$ and no $1/r^2$ term. The rule $c=k/4$ again gives $-1/4$. How the perturbation is divided between the two forms is a matter of writing; the logarithm is the same.

## The coefficients

Adding the parts,

$$
c=-\frac14-\frac12+\frac k4=\frac{k-3}{4},\qquad
\frac{\delta\Gamma}{\Gamma}=\frac{3-k}{2}\,\alpha^2L .
$$

For para, $k=-1$ gives $c=-1$ and the coefficient $+2$. For ortho, $k=11/3$ gives $c=1/6$ and $-1/3$. The sign changes at $k=3$: a stronger contact repulsion outweighs the spin-independent attraction.

The difference between the two coefficients comes from the contact terms alone:

$$
-\frac13-2=-\frac{k_o-k_p}{2}=-\frac73 .
$$

The same terms make the hyperfine splitting. With $|\psi(0)|^2=(m\alpha)^3/8\pi$,

$$
E_o-E_p=\frac{\pi\alpha}{m^2}(k_o-k_p)|\psi(0)|^2=\frac{14}{3}\,\frac{m\alpha^4}{8}=\frac{7}{12}m\alpha^4 .
$$

The repulsion that lifts the ortho level also pushes its wave function away from the origin.

**Excited S states.** The coefficients hold for any fixed $n$S state, relative to the lowest-order rate of that state. Regularity of the Schrödinger equation at the origin requires $-2\psi'/r=m\alpha\psi/r$, so $\psi'(0)=-(m\alpha/2)\psi(0)$ for every $n$. Near the origin the reductions above use this slope and the form of $G'$, which do not depend on $n$. The outer limit of the integral does depend on $n$, but this changes the constant beside $L$. For P states $\psi(0)=0$ and the argument does not apply.

## Effects that do not add to this logarithm

**Momentum dependence of annihilation.** The short-distance amplitude has corrections proportional to $p^2/m^2$. They involve $p^2\psi=m(E+\alpha/r)\psi$, whose expansion at small $r$ has powers and no logarithm.

**Tensor force.** It has the size $\alpha/(m^2r^3)$ and admixes a D wave of relative size $\alpha/(mr)$. Annihilation from a D wave needs two derivatives divided by $m^2$, giving $\alpha/(mr)^3$. A logarithm requires three further powers of $m\alpha r$, so by this estimate none can appear before relative order $\alpha^4$.

**Retardation and radiation.** Transverse exchange is already suppressed by $v^2\sim\alpha^2$, and the first retardation correction adds the ratio of atomic energy to photon momentum, $m\alpha^2/m\alpha=\alpha$. Emission and reabsorption of photons with energy $\sim m\alpha^2$ has relative size $\alpha v^2\sim\alpha^3$. Both lie beyond the order considered.

**Two transverse photons.** The interaction $e^2A^2/2m$ with $eA\sim\alpha p/(mr)$ gives $\alpha^2p^2/(m^3r^2)$. This is smaller than the terms kept by $p^2/m^2$. This interaction therefore adds no $\alpha^2/(mr^2)$ potential at this order.

**Short-distance radiative corrections.** A correction of order $\alpha$ to the annihilation factor is a constant. Multiplied by the logarithm found here, it contributes at order $\alpha^3L$.

## Numerical check of the reduction

The reduction discarded several terms, so it is worth comparing with a calculation that keeps them. The response of $\psi$ to the unreduced operators was computed in a basis of 80 Gaussians. The annihilation point was smeared over a width $\rho$, and the coefficient of $\ln(1/\rho)$ in $\delta\psi/\psi$ was fitted together with powers of $\rho$ and the terms $\rho\ln\rho$ and $\rho^2\ln\rho$. It should equal $-c$. In units of $\alpha^2$, with $k=1$ for the contact term:

| operator | fitted | derived |
|---|---|---|
| kinetic | 0.2504 | 0.2500 |
| orbit–orbit | 0.5000 | 0.5000 |
| contact | −0.2506 | −0.2500 |
| pure $1/r^2$ | −1.0000 | −1.0000 |

The tests require agreement within 0.005. The kinetic and contact responses also contain a $1/\rho$ term much larger than the logarithm, and the fit includes it. The cause of the small deviations in these two rows was not examined. For the $p^2$ correction to annihilation the fitted logarithmic slope is zero to the five decimals printed.

Combined with the spinor values of $k$, the fitted slopes give rate coefficients $2.002$ and $-0.337$. The second differs from $-1/3$ by about 1 per cent, because it is a small remainder of larger terms and the contact error enters multiplied by $2k_o\simeq7.3$.

First-order energies check the operators themselves. In units of $m\alpha^4$ the kinetic term gives $-0.0781$, the orbit–orbit term $-0.1250$ and the contact term $0.1250\,k$. The first can be verified by hand. In units of $m\alpha$, $\langle1/r\rangle=\langle1/r^2\rangle=1/2$, so

$$
-\frac14\left\langle\left(\frac1r-\frac14\right)^2\right\rangle
=-\frac14\left(\frac12-\frac14+\frac1{16}\right)=-\frac5{64}.
$$

The computed ortho–para difference is $0.5833$, in agreement with $7/12$.

## Reading the size of the corrections

For $\alpha=0.00729735$ the logarithm is $L=4.9202$, and $\alpha^2L=262.0$ ppm. Each contribution to the rate is $-2c$ times this number:

- Kinetic: $\tfrac12\times262.0=131.0$ ppm, for both spins.
- Orbit–orbit: $1\times262.0=262.0$ ppm, for both spins.
- Contact: $+\tfrac12\times262.0=131.0$ ppm for para and $-\tfrac{11}{6}\times262.0=-480.4$ ppm for ortho.

The sums are

$$
131.0+262.0+131.0=524.0\ \text{ppm},\qquad
131.0+262.0-480.4=-87.3\ \text{ppm},
$$

where the last digit of the second sum follows from unrounded values. In para all three parts raise the rate. In ortho the contact part is opposite in sign to the other two and exceeds their sum by 22 per cent, which explains both the sign and the small size.

A logarithm of about 5 is only moderately large. Suppose the short-distance limit is moved from $1/m$ to $2/m$ or $1/(2m)$. Then $L$ changes by $\ln2$, and the corrections change by 73.8 ppm for para and 12.3 ppm for ortho, or 14 per cent of each. This shows that a logarithm alone does not define the complete $\alpha^2$ correction. It is no bound on the missing constant, which needs the short-distance amplitudes at the same order and may differ between the two decays. The values 524 and $-87$ ppm are the logarithmic terms with the argument of the logarithm set to $1/\alpha$, and they should not be compared with measured rates until the other corrections have been added. The numerical output gives the individual values to more digits.

## Computed values

```
alpha (dimensionless): 0.0072973526
ln(1/alpha) (dimensionless): 4.920244
alpha^2 ln(1/alpha) (ppm): 262.010
Contact strengths k from spinors (dimensionless):
  para: exchange -0.9996, annihilation 0.0000
  ortho: exchange 1.6668, annihilation 2.0000
Ground energy (m alpha^2): -0.250000000
First-order Breit energies (m alpha^4):
  kinetic: -0.078125
  orbit: -0.125000
  contact for k=1: 0.125000
  para total: -0.32808
  ortho total: 0.25522
  ortho minus para: 0.58330
Slope of dpsi/psi in ln(1/rho), units alpha^2: fitted, derived
  kinetic: 0.25036, 0.25000
  orbit: 0.50000, 0.50000
  contact: -0.25064, -0.25000
  inverse square: -1.00000, -1.00000
Log slope of smeared p^2 psi/psi (m^2 alpha^2): 0.00000
para: total k = -1, total c = -1
  rate coefficient, derived: 2
  rate coefficient, numerical: 2.0018
  kinetic part (ppm): 131.00
  orbit-orbit part (ppm): 262.01
  contact part (ppm): 131.00
  total rate change (ppm): 524.02
  change for limit moved by factor 2 (ppm): 73.82
ortho: total k = 11/3, total c = 1/6
  rate coefficient, derived: -1/3
  rate coefficient, numerical: -0.3373
  kinetic part (ppm): 131.00
  orbit-orbit part (ppm): 262.01
  contact part (ppm): -480.35
  total rate change (ppm): -87.34
  change for limit moved by factor 2 (ppm): 12.30
```
